\section*{Does the relativistic 2s radial density vanish at a node?}

\section{The argument under review}

The author considers the $2s$ state of a one-electron ion with $Z=80$ and argues in three steps.
\begin{enumerate}
\item The large radial component $P$ has one node, as the Schr\"odinger function has.
\item The small component $Q$ is smaller than $P$ by a factor of order $Z\alpha$, so the radial density is $P^2$ times a factor $1+O((Z\alpha)^2)$.
\item Such a factor cannot remove a zero. The density therefore vanishes on a sphere, and relativity merely changes the radius of that sphere.
\end{enumerate}

The first step is correct. The second compares the typical sizes of two functions and then uses the result as if it held at every radius. Whether the conclusion survives depends on the value of $Q$ at the point where $P=0$, which the author does not examine.

\section{Can both components vanish together?}

I use atomic units, with $c=1/\alpha$, and count the energy $E$ without the rest energy. The potential $V(r)$ is central, local, and continuous for $r>0$. The wave function is $\psi=r^{-1}(P\,\Omega_\kappa,\ iQ\,\Omega_{-\kappa})$ with real $P$, $Q$ and normalized spin-angular functions $\Omega$. Integrating $r^2|\psi|^2$ over angles gives the radial density $D=P^2+Q^2$. With $w=(E-V)/c$ the radial equations are
\begin{align}
P'&=-\frac{\kappa}{r}P+(2c+w)Q, \label{eq:P}\\
Q'&=\frac{\kappa}{r}Q-wP. \label{eq:Q}
\end{align}
Inserting them into $D'=2PP'+2QQ'$ gives $+2wPQ$ from the first product and $-2wPQ$ from the second. These cancel, and with them the potential and the energy:
\begin{equation}
D'=-\frac{2\kappa}{r}(P^2-Q^2)+4cPQ. \label{eq:D}
\end{equation}
Where $D>0$, write $P=\sqrt D\cos\theta$ and $Q=\sqrt D\sin\theta$. Then
\begin{equation}
\frac{D'}{D}=2\left(-\frac{\kappa}{r}\cos2\theta+c\sin2\theta\right),
\qquad
\left|\frac{D'}{D}\right|\le 2\sqrt{\frac{\kappa^2}{r^2}+c^2}, \label{eq:bound}
\end{equation}
because $|a\cos\varphi+b\sin\varphi|\le\sqrt{a^2+b^2}$.

Suppose that $D(r_1)>0$ and that $r_0>0$ is the first zero of $D$ met on moving away from $r_1$. On the way to $r_0$, $\ln D$ would have to fall to $-\infty$. By \eqref{eq:bound} its change is at most the integral of $2\sqrt{\kappa^2/r^2+c^2}$ between two positive radii, which is finite. So no such $r_0$ exists, and a bound state has $D>0$ at every finite $r>0$. The radial density $D$ may still tend to zero at the origin and at infinity. This concerns $D$, not $|\psi|^2\propto D/r^2$: for a point nucleus and $|\kappa|=1$, $D\sim r^{2\gamma}$ with $\gamma=\sqrt{1-(Z\alpha)^2}<1$, so $|\psi|^2$ diverges weakly at the origin.

The third step of the argument therefore fails. The proof needs a local potential, because a nonlocal exchange operator would add terms to \eqref{eq:P} and \eqref{eq:Q} that need not cancel. In the limit $c\to\infty$ the bound becomes empty, which leaves room for the Schr\"odinger zeros.

\section{How much density remains?}

At a node $r_0$ of $P$, equation \eqref{eq:P} reduces to $P'=(2c+w)Q$, so that
\begin{equation}
D(r_0)=Q(r_0)^2=\left[\frac{P'(r_0)}{2c+w(r_0)}\right]^2. \label{eq:height}
\end{equation}
The small component follows the slope of $P$ here, and the slope is not small where $P$ changes sign. This is what the second step overlooks.

For $|w|\ll2c$, equation \eqref{eq:P} gives $Q\approx(P'+\kappa P/r)/2c$. Substituting this into $Q'-\kappa Q/r=-wP$ and multiplying by $2c$,
\begin{equation}
P''+\frac{\kappa P'}{r}-\frac{\kappa P}{r^2}-\frac{\kappa P'}{r}-\frac{\kappa^2P}{r^2}=-2(E-V)P .
\end{equation}
The terms in $P'$ cancel. Since $\kappa(\kappa+1)=l(l+1)$, what remains is the radial Schr\"odinger equation.

For a point nucleus, $V=-Z/r$, the Schr\"odinger function depends on $x=Zr$ alone. Call it $f(x)$, with a node at $x_0$. Then $P'=Z\,df/dx$. With $\zeta=Z\alpha=Z/c$, the height relative to the highest maximum is, to leading order,
\begin{equation}
\frac{D(r_0)}{D_{\max}}\approx C\zeta^2,\qquad
C=\frac{[f'(x_0)]^2}{4f_{\max}^2}. \label{eq:C}
\end{equation}
Thus $(Z\alpha)^2$ sets the order of the height that is left, not the depth of the dip, and the factor $C$ depends on the state and on the node.

For $2s$, $f=(x-x^2/2)e^{-x/2}$ and
\begin{equation}
f'=\left(1-\tfrac32x+\tfrac14x^2\right)e^{-x/2}.
\end{equation}
At the node $x_0=2$ this is $-e^{-1}$. The maxima of $f^2$ satisfy $x^2-6x+4=0$, so $x_\pm=3\pm\sqrt5$. There $x^2=6x-4$, hence $x-x^2/2=2-2x=-(4\pm2\sqrt5)$ and $f^2=4(9\pm4\sqrt5)e^{-3\mp\sqrt5}$. Dividing,
\begin{equation}
C_\pm=\frac{e^{-2}}{4f^2(x_\pm)}=\frac{e^{1\pm\sqrt5}}{16(9\pm4\sqrt5)} .
\end{equation}
The outer maximum, which is the higher one, gives $C_+=0.0886$. Relative to the inner maximum the constant is $C_-=0.3258$.

The numerical check integrates \eqref{eq:P} and \eqref{eq:Q} directly. At $Z=10$ it gives these heights at the density minima:

\begin{center}
\begin{tabular}{lccc}
state & $x_0$ & $C$ & Dirac height$/\zeta^2$\\
$2s$ & 2.000 & 0.0886 & 0.0887\\
$3s$, inner & 1.902 & 0.0550 & 0.0551\\
$3s$, outer & 7.098 & 0.0240 & 0.0240\\
$3p_{1/2}$ & 6.000 & 0.0237 & 0.0237\\
$3p_{3/2}$ & 6.000 & 0.0237 & 0.0237
\end{tabular}
\end{center}

The two $3p$ states share one constant because $f$ depends on $l$ and not on $\kappa$.

\section{The shape and place of the dip}

Let $\delta=r-r_0$ and $Q_0=Q(r_0)$. Near the node $P\approx2cQ_0\delta$, while $Q$ hardly changes over a distance $1/c$; both statements hold for $|w|\ll2c$ and $cr_0\gg|\kappa|$. To leading order
\begin{equation}
D\approx Q_0^2\left[1+(2c\delta)^2\right].
\end{equation}
The density doubles at $\delta=\pm1/(2c)=\pm0.00365$ bohr, half the reduced Compton wavelength. To leading order this width does not depend on $Z$, whereas the orbital shrinks as $1/Z$. In a heavy ion the dip therefore takes up a larger part of the orbital.

The minimum is slightly displaced from the node. Setting $D'=0$ in \eqref{eq:D} and neglecting $P^2$ against $Q^2$ gives $P\approx-\kappa Q/(2cr_0)$. Equating this to $2cQ\delta$,
\begin{equation}
\delta_{\min}\approx-\frac{\kappa}{4c^2r_0}. \label{eq:shift}
\end{equation}
The sign of $\kappa$ decides the side. At $Z=10$ the computed displacement is $-2.22\times10^{-5}$ bohr for $3p_{1/2}$ ($\kappa=1$) and $+4.44\times10^{-5}$ bohr for $3p_{3/2}$ ($\kappa=-2$). The displacement changes the height only by the relative amount $\kappa^2/(2cr_0)^2=\kappa^2\zeta^2/(4x_0^2)$ to leading order, so \eqref{eq:C} also holds at the minimum.

\section{The Dirac 2s state in closed form}

The author's state can be solved without the small-$\zeta$ approximation. Take $\kappa=-1$ and $E=c^2(\varepsilon-1)$, so that $\varepsilon$ is the total energy divided by $c^2$. Then
\begin{align}
P'&=\frac Pr+\left[c(1+\varepsilon)+\frac{\zeta}{r}\right]Q, &
Q'&=-\frac Qr+\left[c(1-\varepsilon)-\frac{\zeta}{r}\right]P .
\end{align}
Insert $P=r^\gamma e^{-\lambda r}(p_0+p_1r)$ and $Q=r^\gamma e^{-\lambda r}(q_0+q_1r)$ and compare powers of $r$.

The lowest power gives $(\gamma-1)p_0=\zeta q_0$ and $(\gamma+1)q_0=-\zeta p_0$. Together they require $\gamma^2=1-\zeta^2$, and the regular solution has $\gamma>0$.

The highest power gives $-\lambda p_1=c(1+\varepsilon)q_1$ and $-\lambda q_1=c(1-\varepsilon)p_1$. With $s=\sqrt{1-\varepsilon^2}$ and $t=s/(1+\varepsilon)$ this means $\lambda=cs$ and $q_1=-tp_1$.

The middle power gives
\begin{align}
\gamma p_1-\zeta q_1&=\lambda p_0+c(1+\varepsilon)q_0=\lambda(p_0+q_0/t), \label{eq:m1}\\
(\gamma+2)q_1+\zeta p_1&=\lambda q_0+c(1-\varepsilon)p_0=\lambda(q_0+tp_0),
\end{align}
where $c(1+\varepsilon)=\lambda/t$ and $c(1-\varepsilon)=\lambda t$ were used. The second right-hand side is $t$ times the first, so the left-hand sides obey the same relation. With $q_1=-tp_1$,
\begin{equation}
\zeta-(\gamma+2)t=t(\gamma+\zeta t)
\quad\Rightarrow\quad \zeta(1-t^2)=2t(1+\gamma).
\end{equation}
Since $1-t^2=2\varepsilon/(1+\varepsilon)$, this is $\zeta\varepsilon=(1+\gamma)s$. Squaring, using $\zeta^2=(1-\gamma)(1+\gamma)$ and dividing by $1+\gamma$ gives $(1-\gamma)\varepsilon^2=(1+\gamma)(1-\varepsilon^2)$, hence
\begin{equation}
\varepsilon=\sqrt{\frac{1+\gamma}{2}},\qquad \zeta=2\varepsilon s,\qquad \lambda=\frac{Z}{2\varepsilon}.
\end{equation}

Now $q_0=-\zeta p_0/(1+\gamma)=-(s/\varepsilon)p_0$, so the right-hand side of \eqref{eq:m1} is $\lambda p_0[1-(1+\varepsilon)/\varepsilon]=-\lambda p_0/\varepsilon$. Its left-hand side is $p_1(\gamma+\zeta t)=p_1[2\varepsilon^2-1+2\varepsilon(1-\varepsilon)]=p_1(2\varepsilon-1)$. This fixes $p_1=-\lambda p_0/[\varepsilon(2\varepsilon-1)]$. The nodes $r_P=-p_0/p_1$ and $r_Q=-q_0/q_1$ are
\begin{equation}
r_P=\frac{2\varepsilon^2(2\varepsilon-1)}{Z},\qquad
r_Q=\frac{2\varepsilon(1+\varepsilon)(2\varepsilon-1)}{Z},\qquad
\frac{r_Q}{r_P}=\frac{1+\varepsilon}{\varepsilon}.
\end{equation}
Since $\varepsilon<1$, the node of $Q$ lies more than twice as far out as that of $P$.

For small $\zeta$, $\varepsilon\approx1-\zeta^2/8$. Both $\varepsilon^2$ and $2\varepsilon-1$ are then $1-\zeta^2/4$, and $r_P\approx(2/Z)(1-\zeta^2/2)$. Equation \eqref{eq:shift} adds $Z/(8c^2)=(2/Z)\,\zeta^2/16$, which places the density minimum at $(2/Z)(1-7\zeta^2/16)$. The inward motion of the node, which the author describes, is real, but it is a separate effect from the filling of the node.

\section{The case \texorpdfstring{$Z=80$}{Z=80}}

Here $\zeta=0.58379$, $\gamma=0.81191$ and $\varepsilon=0.951816$. The nodes are
\begin{align}
r_P&=\frac{2(0.951816)^2(0.903632)}{80}=0.02047\ \text{bohr},\\
r_Q&=\frac{1.951816}{0.951816}\,r_P=0.04197\ \text{bohr},
\end{align}
compared with the Schr\"odinger node at $2/80=0.02500$ bohr. The density minimum found by integration is at $0.02102$ bohr. Its height is $3.4\%$ of the outer maximum and $9.6\%$ of the inner one, and $Q^2$ supplies $97\%$ of the density there. At the node of $P$ itself the heights are $3.5\%$ and $9.9\%$.

The leading law gives $0.0886\times0.3408=3.0\%$ and $0.3258\times0.3408=11.1\%$. It is too low in the first case and too high in the second, so at this charge it serves as an estimate. The half-width of the dip, averaged over its two sides ($0.00334$ bohr inward of the minimum, $0.00340$ outward), is $0.00337$ bohr instead of $0.00365$. The next order shows where the narrowing comes from. Put $u=2c(r-r_P)$, $a=w(r_P)/2c$ and $b=1/(2cr_P)$; both $a$ and $b^2$ are of order $\zeta^2$. To that order \eqref{eq:P} and \eqref{eq:Q} read $dP/du=(b-b^2u)P+(1+a)Q$ and $dQ/du=-(b-b^2u)Q-aP$. Iterating from $P=0$, $Q=1$ at $u=0$ gives $P=(1+a)u-au^3/6$ and $Q=1-bu+(b^2-a/2)u^2$, so $D=1-2bu+(1+a+3b^2)u^2-au^4/3$. The minimum $1-b^2$ lies at $u=b$, and $D$ doubles at a distance $v$ from it with $v^2(1+2a/3+3b^2)=1-b^2$, that is $v\approx1-a/3-2b^2$. At the node $a$ is
\begin{equation}
\frac{w}{2c}=\frac{E+Z/r_P}{2c^2}=\frac{-905+3909}{37558}=0.080,
\end{equation}
and $b=0.00365/0.02047=0.178$, so $a/3=0.027$ and $2b^2=0.064$: the $\kappa/r$ terms narrow the dip more than $w$ does. The estimate $0.00365\times0.910=0.00332$ bohr omits all higher orders in $\zeta$.

These numbers hold for a point nucleus at rest, without radiative corrections. A uniformly charged nucleus of radius about $7$ fm raises $E$ by about $0.3$ hartree and moves $r_P$, $r_Q$ and the minimum outward to $0.02048$, $0.04199$ and $0.02103$ bohr; the heights at the minimum and the mean half-width keep the digits shown.

\section{Recommendation}

The statement that $P$ has a node may stand. The statement that the density vanishes there should be withdrawn and replaced by the nonzero value \eqref{eq:height} at the node of $P$. For a point nucleus and small $Z\alpha$, the ratio of this value to the highest maximum is given by \eqref{eq:C}. A plot of $P^2$ alone should be labelled as the large-component part of the density.

\section*{Values computed for the example and the checks}
\begin{verbatim}
speed of light c = 137.0360 a.u.
dip half-width 1/(2c) = 0.003649 bohr
largest |D'|/(bound*D), screened potential = 1.0000
2s constant C, outer maximum = 0.08859
2s constant C, inner maximum = 0.32583
2s: Z, (Z alpha)^2, height/outer max, height/(max (Z alpha)^2)
   1  5.3251e-05  4.7174e-06  0.08859
  10  5.3251e-03  4.7249e-04  0.08873
  40  8.5202e-02  7.7493e-03  0.09095
  80  3.4081e-01  3.3847e-02  0.09931
Z=10 2s node contraction/(Z alpha)^2 = 0.5004
Z=10 2s minimum contraction/(Z alpha)^2 = 0.4379
Z=10: state, Schroedinger node x, C, Dirac C, min-node shift (bohr)
  2s    2.0000  0.08859  0.08873  +6.661e-05
  3s    1.9019  0.05501  0.05508  +7.003e-05
  3s    7.0981  0.02398  0.02403  +1.878e-05
  3p1/2 6.0000  0.02370  0.02374  -2.223e-05
  3p3/2 6.0000  0.02370  0.02370  +4.438e-05
Worked example: 2s, Z = 80, point nucleus
  Z alpha = 0.58379
  gamma = 0.81191
  epsilon = 0.951816
  energy by integration = -904.8478 hartree
  energy by closed form = -904.8478 hartree
  Schroedinger node = 0.025000 bohr
  node of P = 0.020466 bohr
  minimum of D = 0.021021 bohr
  node of Q = 0.041968 bohr
  inner maximum of D = 0.007306 bohr
  outer maximum of D = 0.056756 bohr
  minimum/outer maximum = 0.03385
  minimum/inner maximum = 0.09647
  leading law, outer maximum = 0.03019
  leading law, inner maximum = 0.11104
  share of Q^2 in D at minimum = 0.97235
  dip half-width = 0.003368 bohr
\end{verbatim}
